# When a Film with Conducting Surfaces Becomes Less Resistive on Thinning, part 1

(Sections cited here and not found follow in the second part.)

## 1. Parallel conduction and the conductivity of a thin film

### 1.1 A film whose bulk conductivity does not change

Take a flat film of thickness $t$, width $w$ and length $\ell$, with a voltage $U$ applied along its length. Its interior has conductivity $\sigma_0$, the same at every thickness. Each of its two faces carries an additional conducting sheet of conductance $G_s$. A sheet conductance is the conductance of a square piece, so its unit is the siemens, while $\sigma_0$ is measured in siemens per metre.

The field $U/\ell$ is the same in the interior and in both sheets, because all three are connected to the same contacts. Their currents therefore add:
$$
I=\sigma_0\,\frac{wt}{\ell}\,U+2G_s\,\frac{w}{\ell}\,U=\frac{w}{\ell}\,(\sigma_0t+2G_s)\,U .
$$
The bracket is the sheet conductance of the whole film, $G=\sigma_0t+2G_s$. The effective resistivity is the value obtained by treating the film as a uniform conductor of cross-section $wt$:
$$
\rho_{\rm eff}=\frac{U}{I}\,\frac{wt}{\ell}=\frac{t}{G}=\frac{t}{\sigma_0t+2G_s}.
$$
Dividing numerator and denominator by $\sigma_0t$, and writing $\rho_0=1/\sigma_0$, gives
$$
\rho_{\rm eff}=\frac{\rho_0}{1+t_s/t},\qquad t_s=\frac{2G_s}{\sigma_0}. \tag{1}
$$
The length $t_s$ is the thickness of bulk material that conducts as well as the two sheets together. At $t=t_s$ the effective resistivity is half the bulk value.

The quotient rule gives the slope:
$$
\frac{d\rho_{\rm eff}}{dt}=\frac{(\sigma_0t+2G_s)-t\sigma_0}{(\sigma_0t+2G_s)^2}=\frac{2G_s}{(\sigma_0t+2G_s)^2}.
$$
This is positive for every $G_s>0$, so the resistivity falls whenever the film is thinned. No minimum surface conductance is needed. Thinning removes bulk material but leaves the sheets intact, and the same surface current is then credited to a smaller cross-section.

The resistance of the film behaves differently. It is $\ell/(wG)$, and $G$ decreases on thinning, so the resistance rises. A falling effective resistivity means that the resistance rises more slowly than $1/t$. It does not mean that a thinner film carries more current at a given voltage.

### 1.2 The criterion for any dependence on thickness

The assumption of constant bulk conductivity is the weak point of this case. Unless the faces reflect the carriers of the interior like mirrors, they also scatter them, and this lowers the bulk conductivity more in a thinner film. Let the bulk conductivity, averaged over the thickness, be $\sigma_b(t)$. Then
$$
G(t)=t\,\sigma_b(t)+2G_s,\qquad \rho_{\rm eff}=\frac{t}{G(t)} .
$$
With a prime for the derivative with respect to $t$,
$$
\frac{d\rho_{\rm eff}}{dt}=\frac{G-tG'}{G^2}. \tag{2}
$$
The denominator is positive, so thinning lowers the resistivity when $G-tG'>0$ and raises it when $G-tG'<0$.

This quantity can be read from a graph. The tangent to the curve $G(t)$ at thickness $t$ meets the vertical axis at $G(t)-tG'(t)$. Thinning lowers the resistivity where that intercept is positive.

For sheets whose conductance does not depend on $t$, we have $G'=\sigma_b+t\sigma_b'$. Insertion gives
$$
G-tG'=t\sigma_b+2G_s-t\sigma_b-t^2\sigma_b'=2G_s-t^2\sigma_b' ,
$$
and the condition for a falling resistivity becomes
$$
2G_s>t^2\,\sigma_b'(t). \tag{3}
$$
The left side is the gain from the sheets. The right side is the loss from the poorer bulk conduction of a thinner film. If the two sheets differ, $2G_s$ is replaced by the sum $G_1+G_2$. If the sheet conductance itself varies with thickness, the same algebra replaces $2G_s$ by $2(G_s-tG_s')$.

Condition (3) also limits what a measurement can prove. If some other process makes $\sigma_b$ larger in thinner films, then $\sigma_b'<0$ and the condition holds even with $G_s=0$. A resistivity that falls on thinning is therefore not by itself evidence of surface conduction.

### 1.3 The kinetic equation in the film

To use condition (3) we need $\sigma_b(t)$. The following model supplies it. The bulk carriers have charge $-e$, a spherical Fermi surface of radius $k_F$ and spin degeneracy two. Collisions in the interior are described by one relaxation time $\tau$. The carrier speed is $v$, and the mean free path is $\lambda=v\tau$. The film occupies $0<z<t$ and the field $E$ points along $x$. The motion across the film is treated semiclassically, and the sheets exchange no carriers with the interior.

Write the distribution as $f_0+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon$ and $f_1$ is proportional to $E$. The field changes the wavevector at the rate $\dot k_x=-eE/\hbar$. To first order in $E$ the steady-state Boltzmann equation is
$$
v_z\frac{\partial f_1}{\partial z}-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.
$$
Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$, this becomes
$$
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}. \tag{4}
$$
The right side suggests the substitution
$$
f_1=eE\,\frac{v_x}{v}\,\frac{\partial f_0}{\partial\varepsilon}\,L ,
$$
where $L$ is a length that depends on $z$ and on the direction of motion. Inserting it in (4), cancelling the common factor $eEv_x\,\partial f_0/\partial\varepsilon$ and multiplying by $\lambda=v\tau$ gives
$$
\frac{v_z}{v}\,\lambda\,\frac{\partial L}{\partial z}+L=\lambda .
$$
Far from any face $L=\lambda$. For carriers that have just left a diffusely scattering face $L$ is shorter, so it serves as a local effective path.

Let $\mu=|v_z|/v$, which lies between 0 and 1. Carriers moving towards larger $z$ have path $L_+$, the others have $L_-$:
$$
\pm\mu\lambda\frac{dL_\pm}{dz}+L_\pm=\lambda . \tag{5}
$$

At each face a fraction $p$ of the carriers is reflected specularly, with $v_z$ reversed and $v_x$ kept. The remaining fraction leaves in random directions with the equilibrium distribution and contributes nothing to $f_1$. The carriers that leave a face thus have $p$ times the effective path of those that arrive:
$$
L_+(0)=pL_-(0),\qquad L_-(t)=pL_+(t). \tag{6}
$$

### 1.4 Solution and average over the thickness

The solutions of (5) are the constant $\lambda$ plus an exponential that decays away from the face which the carriers have left:
$$
L_+=\lambda\left[1-A\,e^{-z/(\mu\lambda)}\right],\qquad
L_-=\lambda\left[1-B\,e^{-(t-z)/(\mu\lambda)}\right].
$$
Define the reduced thickness $\kappa$ and the attenuation $q$ over one crossing of the film,
$$
\kappa=\frac{t}{\lambda},\qquad q=e^{-\kappa/\mu}.
$$
The boundary conditions (6) then read
$$
1-A=p(1-Bq),\qquad 1-B=p(1-Aq).
$$
Subtracting the second from the first gives $B-A=pq(A-B)$, or $(B-A)(1+pq)=0$. The second factor is positive, so $A=B$, as the symmetry of the film requires. Either condition then gives $1-p=A(1-pq)$, hence
$$
A=\frac{1-p}{1-pq}.
$$

The average of the exponential over the thickness is
$$
\frac1t\int_0^t e^{-z/(\mu\lambda)}\,dz=\frac{\mu\lambda}{t}(1-q)=\frac{\mu}{\kappa}(1-q),
$$
and the exponential in $L_-$ has the same average. Both directions therefore share the mean path
$$
\frac{\bar L}{\lambda}=1-\frac{\mu}{\kappa}\,\frac{(1-p)(1-q)}{1-pq}. \tag{7}
$$

### 1.5 From the mean path to the conductivity

The equilibrium part $f_0$ carries no current, because states with opposite $v_x$ are equally occupied. The current density averaged over the thickness is therefore the sum of $-ev_xf_1$ over all states, per unit volume. With the spin factor two, the density of states in wavevector space is $2/(2\pi)^3=1/(4\pi^3)$, so
$$
\sigma_b=\frac{e^2}{4\pi^3}\int d^3k\,\frac{v_x^2}{v}\,\bar L\left(-\frac{\partial f_0}{\partial\varepsilon}\right). \tag{8}
$$
The two minus signs, one from the charge in the current and one from $\partial f_0/\partial\varepsilon<0$, make the conductivity positive.

In the bulk $\bar L=\lambda$. The angular integral of $v_x^2/v^2$ is $4\pi/3$. At temperatures far below the Fermi temperature the energy derivative selects $k=k_F$, and $d\varepsilon=\hbar v\,dk$ removes the remaining speed:
$$
\sigma_0=\frac{e^2\lambda}{4\pi^3}\,\frac{4\pi}{3}\int k^2v\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}. \tag{9}
$$

In the film only the angular average changes. With azimuth $\varphi$ about the normal, $v_x^2=v^2(1-\mu^2)\cos^2\varphi$. The integral of $\cos^2\varphi$ over a full turn is $\pi$, and the two signs of $v_z$ give a factor two. Dividing by the bulk value $4\pi/3$,
$$
F\equiv\frac{\sigma_b}{\sigma_0}=\frac{2\pi}{4\pi/3}\int_0^1(1-\mu^2)\frac{\bar L}{\lambda}\,d\mu=\frac32\int_0^1(1-\mu^2)\frac{\bar L}{\lambda}\,d\mu .
$$
The constant term of (7) contributes $\tfrac32\cdot\tfrac23=1$. The second term gives the reduction:
$$
F(\kappa)=1-\frac{3(1-p)}{2\kappa}\,I(\kappa),\qquad
I(\kappa)=\int_0^1(\mu-\mu^3)\,\frac{1-q}{1-pq}\,d\mu . \tag{10}
$$

Formula (10) was tested against a direct numerical solution of (5) with the boundary conditions (6), for five pairs of $\kappa$ and $p$ with $\kappa$ between 0.3 and 5. The values of $F$ agree to within $2\times10^{-5}$, measured in units of the bulk conductivity.

### 1.6 Limits of the film conductivity

For $p=1$ the correction vanishes and $F=1$ at every thickness. Specular faces reverse the motion across the film but leave the motion along the field unchanged. The film of Section 1.1 is thus the specular case of this model.

For a thick film $q$ is small and the fraction in $I$ approaches one, so $I$ approaches $\int_0^1(\mu-\mu^3)\,d\mu=\tfrac14$. The remainder can be bounded. The fraction differs from one by
$$
1-\frac{1-q}{1-pq}=\frac{(1-p)q}{1-pq}\le q\le e^{-\kappa},
$$
where the first inequality holds because $1-pq\ge1-p$, and the second because $\mu\le1$. Therefore
$$
0\le\tfrac14-I(\kappa)\le\tfrac14e^{-\kappa},\qquad
F\simeq1-\frac{3(1-p)}{8\kappa}. \tag{11}
$$
The relative loss of conductivity is inversely proportional to thickness, up to exponentially small terms. This is the same power of $t$ with which the sheets contribute to $1/\rho_{\rm eff}=\sigma_b+2G_s/t$. The two effects therefore compete on equal terms in thick films, and their coefficients decide the outcome.

For $p<1$ and $\kappa\to0$, at each fixed $\mu$ we have $1-q\simeq\kappa/\mu$ and $1-pq\to1-p$. The second term of (7) then tends to one and the mean path tends to zero relative to $\lambda$. Since $\bar L/\lambda$ stays between zero and one, its integral also tends to zero, and $F\to0$. In this limit the faces suppress the bulk conductivity altogether, while the sheets still conduct.

## 2. The condition, its consequences and its use

### 2.1 Symbols and results carried over

The film has thickness $t$, two sheets of conductance $G_s$ each, and effective resistivity $\rho_{\rm eff}=t/(t\sigma_b+2G_s)$. Its interior has bulk conductivity $\sigma_0=1/\rho_0$, mean free path $\lambda$, Fermi wavevector $k_F$ and specular fraction $p$ at both faces. With $\kappa=t/\lambda$ and $q=e^{-\kappa/\mu}$, the first half gave
$$
\frac{\sigma_b}{\sigma_0}=F=1-\frac{cI}{\kappa},\qquad c=\frac{3(1-p)}{2},\qquad
I=\int_0^1(\mu-\mu^3)\frac{1-q}{1-pq}\,d\mu ,
$$
where $I\to\tfrac14$ for thick films, and $\sigma_0=e^2k_F^2\lambda/(3\pi^2\hbar)$. Thinning lowers $\rho_{\rm eff}$ when $2G_s>t^2\,d\sigma_b/dt$. From here on $0\le p<1$, unless $p=1$ is stated.

### 2.2 The condition in reduced form

Measure the sheets by the dimensionless number
$$
g=\frac{2G_s}{\sigma_0\lambda}.
$$
Since $d\sigma_b/dt=(\sigma_0/\lambda)\,dF/d\kappa$ and $t^2=\lambda^2\kappa^2$, the right side of the condition is $\sigma_0\lambda\,\kappa^2\,dF/d\kappa$. Thinning therefore lowers the resistivity when
$$
g>D(\kappa),\qquad D=\kappa^2\frac{dF}{d\kappa}. \tag{12}
$$
Differentiating $F=1-cI/\kappa$ gives $dF/d\kappa=cI/\kappa^2-cI'/\kappa$, where the prime now means $d/d\kappa$. Hence
$$
D=c\,(I-\kappa I'). \tag{13}
$$

For evaluation, set $x=\kappa/\mu$ and $h(x)=(1-e^{-x})/(1-pe^{-x})$. The quotient rule gives
$$
h'(x)=\frac{e^{-x}(1-pe^{-x})-pe^{-x}(1-e^{-x})}{(1-pe^{-x})^2}=\frac{(1-p)e^{-x}}{(1-pe^{-x})^2}.
$$
Because $\kappa\,dh/d\kappa=x\,h'(x)$,
$$
D=c\int_0^1(\mu-\mu^3)\,\bigl[h(x)-x\,h'(x)\bigr]\,d\mu . \tag{14}
$$

### 2.3 Why there is at most one peak

The behaviour of $D$ follows from the curvature of $h$. The logarithmic derivative of $h'$ is
$$
\frac{h''}{h'}=-1-\frac{2pe^{-x}}{1-pe^{-x}}=-\frac{1+pe^{-x}}{1-pe^{-x}}<0 .
$$
Since $h'>0$, it follows that $h''<0$. The integral $I$ is a sum of such functions with positive weights, so $I'>0$ and $I''<0$. Differentiating (13),
$$
D'=c\,(I'-I'-\kappa I'')=-c\,\kappa I''>0 .
$$
Thus $D$ increases strictly with thickness.

Its end values come from (14). As $\kappa\to0$, both $h$ and $xh'$ vanish at each fixed $\mu$. The bracket stays between zero and one, because a concave function with $h(0)=0$ satisfies $h\ge xh'$, and $h\le1$. Hence $D\to0$. As $\kappa\to\infty$, $h\to1$ and $xh'\to0$, so $D$ tends to
$$
D_\infty=\frac c4=\frac{3(1-p)}{8}. \tag{15}
$$

Two cases follow for sheets with $g>0$.

- **Strong sheets**, $g\ge D_\infty$. Then $g>D$ at every finite thickness, and the resistivity falls throughout thinning.
- **Weak sheets**, $0<g<D_\infty$. There is one thickness $t^*=\kappa^*\lambda$ with $D(\kappa^*)=g$. On thinning, the resistivity rises until $t^*$ and falls below it.

In terms of the sheet conductance, the boundary between the cases is
$$
G_c=\frac{3(1-p)}{16}\,\sigma_0\lambda . \tag{16}
$$
When $g$ approaches $D_\infty$ from below, $t^*$ grows without bound, because $D$ reaches its limit only at infinite thickness. The growth is only logarithmic, since $D_\infty-D$ is exponentially small. For $p=0$ and $g$ 10%, 1% and 0.1% below $D_\infty$, the peak lies at $\kappa^*=2.3$, 4.4 and 6.5 and is 1.3%, 0.07% and 0.005% above the bulk value. Weak sheets just below the threshold thus give a broad, very low maximum at a few mean free paths. For $p=1$ we have $D=0$, and any sheet with $G_s>0$ is strong.

Thinning lowers the effective resistivity when $g>D(\kappa)$: strong sheets make it fall at every thickness, while weak sheets give a single peak at $t^*$. It remains to find when the resistivity lies below the bulk value, to see what thick films and surface states imply for the threshold, and to work through an example and the limits of the model.
